\section*{Thermally averaged Coulomb contact factor for multiphonon capture at a repulsive centre}

\section{Capture at a repulsive centre at low temperature}

Suppose that a multiphonon calculation has given a capture coefficient at room temperature, and that its value at cryogenic temperature is wanted. For a centre that repels the carrier, one must decide whether to extrapolate with a fixed activation energy, to evaluate the Coulomb factor at a typical thermal energy, or to average it over the carrier distribution. The average is needed. Its low-temperature form is $\exp[-(T_1/T)^{1/3}]$ times a power of $T$, and both shortcuts can miss it by orders of magnitude.

Hartree atomic units are used in the derivation. The carrier has isotropic mass $m$ and energy $E=k^2/(2m)$, and the centre repels it with potential $Z/(\varepsilon r)$, $Z>0$. The carriers are non-degenerate; screening and external fields are absent until stated otherwise.

\subsection{Separating the Coulomb and vibrational factors}

Let the coupling $V$ to the bound state $\phi_b$ be confined to a region small compared with the scale on which the carrier wave $\psi_k$ varies. In the Condon approximation the electronic matrix element does not depend on the lattice coordinate, and
\begin{equation}
\int\phi_b^*V\psi_k\,d^3r\simeq v\,\psi_k(0),\qquad v=\int\phi_b^*V\,d^3r .
\end{equation}
Nonradiative capture is usually computed with a coupling linear in the lattice coordinate; this changes the vibrational factor below, but not the factor $\psi_k(0)$. The golden rule gives a capture rate for one carrier in volume $\Omega$. Multiplied by $\Omega$, it becomes the capture coefficient
\begin{equation}
c(E)=2\pi|v|^2G_T(E)\,s(E),\qquad s=\Omega|\psi_k(0)|^2 .
\label{eq:factor}
\end{equation}
A free wave has $|\psi_k(0)|^2=1/\Omega$, so $s$ is the contact density relative to a free wave. $G_T(E)$ is the thermally averaged vibrational line shape per unit energy.

For one mode of frequency $\omega$, emission of $p$ phonons has the weight
\begin{equation}
W_p(T)=\sum_m w_m|\langle m+p|D|m\rangle|^2,\qquad D=e^{\sqrt S(a^\dagger-a)},
\end{equation}
where $w_m$ are the Boltzmann weights and $S$ is the Huang--Rhys factor. Broadening by other modes is assumed to turn these discrete weights into a smooth $G_T$. As $T\to0$, $w_0\to1$. Since $[a,a^\dagger]=1$, $D=e^{-S/2}e^{\sqrt S a^\dagger}e^{-\sqrt S a}$, and the last exponential leaves $|0\rangle$ unchanged. Hence
\begin{equation}
W_p(0)=|\langle p|D|0\rangle|^2=e^{-S}\frac{S^p}{p!}\ne0 .
\label{eq:zero}
\end{equation}
The lattice can thus make the transition from its zero-point state, and the vibrational factor does not vanish on cooling.

If $G_T$ varies little over the energies that matter, then
\begin{equation}
C(T)=C_0(T)\langle s\rangle,\qquad C_0(T)=2\pi|v|^2G_T(0).
\label{eq:C}
\end{equation}
The energy dependence of $G_T$ is restored below.

\subsection{The contact factor}

Partial waves with $l\ge1$ vanish as $r^l$ at the origin, so the $s$ wave suffices. With $u=rR$ its equation is
\begin{equation}
u''+\left(k^2-\frac{2}{ar}\right)u=0,\quad a=\frac{\varepsilon}{mZ},\quad
\eta=\frac1{ka}=\sqrt{\frac{E_R}{E}},\quad E_R=\frac{mZ^2}{2\varepsilon^2}.
\label{eq:radial}
\end{equation}
Set $u=re^{ikr}f(z)$ with $z=-2ikr$. The derivatives of the product give
\[
r\frac{d^2f}{dr^2}+(2+2ikr)\frac{df}{dr}+\left(2ik-\frac2a\right)f=0 .
\]
Using $d/dr=-2ik\,d/dz$ and $2/a=2k\eta$, and dividing by $-2ik$, we obtain
\begin{equation}
zf''+(2-z)f'-(1+i\eta)f=0 .
\label{eq:kummer}
\end{equation}
The solution regular at the origin with $f(0)=1$ is
\begin{equation}
f=\frac{1}{|\Gamma(1+i\eta)|^2}\int_0^1e^{zt}\,t^{i\eta}(1-t)^{-i\eta}\,dt .
\label{eq:euler}
\end{equation}
To verify this, insert the integral in (\ref{eq:kummer}). The integrand becomes
\[
e^{zt}t^{i\eta}(1-t)^{-i\eta}\left[zt^2+(2-z)t-1-i\eta\right]
=-\frac{d}{dt}\left[e^{zt}t^{1+i\eta}(1-t)^{1-i\eta}\right],
\]
whose integral vanishes because the bracket on the right is zero at both ends. At $z=0$ the integral is the beta function $\Gamma(1+i\eta)\Gamma(1-i\eta)/\Gamma(2)$, which confirms $f(0)=1$.

For large $r$, deform the path into the lower half-plane, where $e^{-2ikrt}$ decays. The lower endpoint, with $t=-i\tau$, contributes $-iX$, where
\[
X=e^{\pi\eta/2}\,\Gamma(1+i\eta)\,(2kr)^{-1-i\eta}.
\]
The factor $e^{\pi\eta/2}$ comes from $(-i)^{i\eta}$. The upper endpoint, with $t=1-i\tau$ and the path traversed towards it, contributes $ie^{-2ikr}X^*$. After multiplication by $e^{ikr}$ the two terms are complex conjugates, and their sum is $2|X|\sin(kr+\arg X)$. Therefore
\begin{equation}
u\to\frac{e^{\pi\eta/2}}{k|\Gamma(1+i\eta)|}
\sin\left[kr-\eta\ln(2kr)+\arg\Gamma(1+i\eta)\right].
\end{equation}
A free wave with the same start, $u\simeq r$, is $\sin(kr)/k$. Scaling both to equal amplitude at infinity and squaring gives $s=|\Gamma(1+i\eta)|^2e^{-\pi\eta}$. The reflection formula gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$, so
\begin{equation}
s=\frac{2\pi\eta}{e^{2\pi\eta}-1}.
\label{eq:s}
\end{equation}
At $\eta=1$ this is $0.01176$; direct integration of (\ref{eq:radial}) gives the same value to the digits shown.

\subsection{The thermal average}

Let $x=E/k_BT$ and $\theta=E_R/k_BT$. The density of states is proportional to $\sqrt E$, so the normalized Maxwell--Boltzmann weight is $(2/\sqrt\pi)\sqrt x\,e^{-x}$. No further factor of velocity enters, because (\ref{eq:factor}) is already a rate coefficient and not a cross-section. The $\sqrt x$ cancels the $1/\sqrt x$ in the numerator of (\ref{eq:s}):
\begin{equation}
\langle s\rangle=4\sqrt{\pi\theta}\int_0^\infty
\frac{e^{-x}\,dx}{e^{2\pi\sqrt{\theta/x}}-1}.
\label{eq:average}
\end{equation}

At high temperature, $q/(e^q-1)\simeq1-q/2$ with $q=2\pi\sqrt{\theta/x}$. Since $\langle x^{-1/2}\rangle=2/\sqrt\pi$,
\begin{equation}
\langle s\rangle\simeq1-2\sqrt{\pi\theta},\qquad \theta\ll1 .
\end{equation}

At low temperature, expand the denominator as $\sum_{n\ge1}e^{-nq}$. All terms are positive, so sum and integral may be exchanged. The integrals needed are
\begin{equation}
J_n=\int_0^\infty\exp\left(-x-2\pi n\sqrt{\theta/x}\right)dx .
\end{equation}
The exponent is stationary when $1=\pi n\sqrt\theta\,x^{-3/2}$, that is, at
\begin{equation}
x_n=n^{2/3}x_0,\qquad x_0=(\pi^2\theta)^{1/3}.
\label{eq:peak}
\end{equation}
Put $x=x_nv$. Because $\pi n\sqrt\theta=x_n^{3/2}$,
\begin{equation}
J_n=x_n\int_0^\infty e^{-x_n\varphi(v)}dv,\qquad \varphi(v)=v+2v^{-1/2}.
\label{eq:scaled}
\end{equation}
The derivative $\varphi'=1-v^{-3/2}$ has one zero, $v=1$, where $\varphi$ has its minimum. The function $\varphi$ is now fixed and $x_n$ is a large multiplier, so regions away from $v=1$ are exponentially negligible. With $v=1+g/\sqrt{x_n}$,
\[
x_n\varphi=3x_n+\frac34g^2-\frac{5}{8}\frac{g^3}{\sqrt{x_n}}
+\frac{35}{64}\frac{g^4}{x_n}+\cdots .
\]
Expand the exponential of the cubic and quartic terms. Odd powers integrate to zero. The Gaussian has variance $2/3$, hence $\langle g^4\rangle=4/3$ and $\langle g^6\rangle=40/9$, and the coefficient of $1/x_n$ is
\[
\frac12\left(\frac58\right)^2\frac{40}{9}-\frac{35}{64}\cdot\frac43
=\frac{125}{144}-\frac{105}{144}=\frac5{36}.
\]
The Gaussian integral is $\sqrt{4\pi/3}$ and $dv=dg/\sqrt{x_n}$, so
\begin{equation}
J_n=\sqrt{\frac{4\pi x_n}{3}}\;e^{-3x_n}
\left[1+\frac{5}{36x_n}+O(x_n^{-2})\right].
\label{eq:J}
\end{equation}
The second term relative to the first is, at leading order,
\begin{equation}
\frac{J_2}{J_1}\simeq2^{1/3}\exp\left[-3x_0(2^{2/3}-1)\right],
\label{eq:second}
\end{equation}
which is exponentially small, and later terms are smaller still. Keep $n=1$ and use $\sqrt\theta=x_0^{3/2}/\pi$ in the prefactor:
\[
4\sqrt{\pi\theta}\sqrt{\frac{4\pi x_0}{3}}
=\frac{8\pi}{\sqrt3}\,\frac{x_0^{3/2}}{\pi}\,x_0^{1/2}
=\frac{8}{\sqrt3}x_0^2 .
\]
The result is
\begin{equation}
\boxed{\langle s\rangle=\frac8{\sqrt3}\,x_0^2\,e^{-3x_0}
\left[1+\frac5{36x_0}+O(x_0^{-2})\right]}
\label{eq:main}
\end{equation}
and, since $3x_0=(27\pi^2\theta)^{1/3}$,
\begin{equation}
e^{-3x_0}=\exp\left[-\left(\frac{T_1}{T}\right)^{1/3}\right],\qquad
k_BT_1=27\pi^2E_R .
\label{eq:T1}
\end{equation}

\subsection{Which carriers are captured}

Slow carriers are plentiful but hardly reach the centre; fast carriers reach it but are rare. The product peaks at
\begin{equation}
E_0=x_0k_BT=(\pi^2E_R)^{1/3}(k_BT)^{2/3},
\label{eq:E0}
\end{equation}
with standard deviation $k_BT\sqrt{2x_0/3}$ in the Gaussian approximation. On cooling $E_0$ falls, but more slowly than $k_BT$. The logarithm of (\ref{eq:main}) contains $2\ln x_0-3x_0$, and $d\ln x_0/d\ln T=-1/3$, so the local activation energy is
\begin{equation}
E_a=k_BT^2\frac{d\ln\langle s\rangle}{dT}\simeq k_BT\left(x_0-\frac23\right).
\label{eq:Ea}
\end{equation}
It tends to zero with $T$, so the law is not Arrhenius.

This also settles the energy dependence of the vibrational factor. If $G_T(E)\propto e^{-\alpha E}$ near the band edge, $\ln C$ changes by about $-\alpha E_0$, which vanishes as $T^{2/3}$. The exponent in (\ref{eq:T1}) and the leading prefactor survive.

\subsection{Finite capture radius and screening}

Suppose the coupling samples the wave at a small radius $r_c$ instead of at the origin. For $k\to0$, (\ref{eq:radial}) becomes $u''=2u/(ar)$. A power series starting with $u=r$ has coefficients $(2/a)^j/[j!(j+1)!]$, which sum to $u/r=2I_1(y)/y$ with $y=\sqrt{8r/a}$ and $I_1$ the modified Bessel function. The rate is multiplied by
\begin{equation}
\left[\frac{2I_1(y)}{y}\right]^2,\qquad y=\sqrt{8r_c/a}.
\label{eq:radius}
\end{equation}
In this low-energy limit the factor is independent of temperature and alters the prefactor alone.

Screening is more serious. For $r\ll\lambda$,
\begin{equation}
\frac{Z}{\varepsilon r}e^{-r/\lambda}\simeq\frac{Z}{\varepsilon r}-U,
\qquad U=\frac{Z}{\varepsilon\lambda},
\end{equation}
so a carrier of energy $E$ penetrates the barrier as if it had energy $E+U$. Shifting the integration variable in the thermal average of the penetration gives a gain $e^{U/k_BT}$, provided $U\ll E_0$ and the turning radius is well inside $\lambda$. At fixed mobile density $n$ the Debye length is $\lambda=\sqrt{\varepsilon k_BT/(4\pi n)}$, hence $U/k_BT\propto T^{-3/2}$. This grows faster on cooling than $3x_0\propto T^{-1/3}$, so the unscreened law loses accuracy. The Debye formula itself requires many carriers within a sphere of radius $\lambda$. Their mean number is $4\pi n\lambda^3/3=Zk_BT/(3U)$, so the formula holds only while $U\ll k_BT$ and does not give the size of the gain at still lower temperatures.

If $\lambda$ is instead held fixed, the suppression saturates. At zero energy the regular solution outside the potential is a straight line of finite slope $\beta$. Matching it to a long sine wave gives amplitude $\beta/k$, so $s\to1/\beta^2$, a nonzero constant. For $\lambda=2a$, integration gives $s=0.00506$ at $ka=0.01$ and $0.00505$ at $ka=0.005$.

\subsection{Example: a negative deep centre in silicon}

Consider electron capture by a singly negative centre in lightly doped bulk silicon at flat band. The inputs are rough: mass $0.3$ electron masses, permittivity $12$, phonon energy $50$ meV, $S=5$ and $p=10$. They give $E_R=28.35$ meV, $a=2.117$ nm and $T_1=8.77\times10^4$ K. At 77 K, $k_BT=6.635$ meV, so
\begin{align*}
\theta&=28.35/6.635=4.27,\qquad x_0=(\pi^2\times4.27)^{1/3}=3.48,\\
\langle s\rangle&\simeq4.619\times3.48^2\,e^{-10.44}
\left(1+\frac{5}{36\times3.48}\right)=1.70\times10^{-3}.
\end{align*}
Quadrature of (\ref{eq:average}) gives the same value to three digits. In the table, $E_0$ follows from (\ref{eq:E0}) and the other columns from quadrature; the last column includes the change of $W_p$ with temperature but not with carrier energy, and it takes the depth of the level as independent of temperature.
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $E_0$ (meV) & $E_a$ (meV) & $\langle s\rangle$ & $C(T)/C_0(0)$\\
300 & 57 & 41.3 & $3.2\times10^{-2}$ & $4.4\times10^{-2}$\\
77 & 23 & 18.8 & $1.7\times10^{-3}$ & $1.7\times10^{-3}$\\
30 & 12 & 10.6 & $6.7\times10^{-5}$ & $6.7\times10^{-5}$\\
10 & 5.9 & 5.4 & $2.5\times10^{-7}$ & $2.5\times10^{-7}$
\end{tabular}
\end{center}

At 300 K, (\ref{eq:main}) with its $5/36$ term is 2.3\% below quadrature. Equation (\ref{eq:second}) with $x_0=2.212$ gives $0.026$, so the omitted second term accounts for the size of this difference.

The shortcuts fare worse. Holding $E_a=41.3$ meV from 300 K down to 77 K multiplies $\langle s\rangle$ by $\exp[-41.3(1/6.635-1/25.852)]=0.0098$. The extrapolated value, $3.2\times10^{-4}$, is about five times too small. Carried on to 30 K, where $k_BT=2.585$ meV, the same extrapolation is too small by a factor of about $4\times10^3$. Evaluating (\ref{eq:s}) at the mean energy $3k_BT/2$ at 10 K, where $\theta=32.9$, gives $2\pi\eta=29.4$ and $s\simeq5\times10^{-12}$, too small by a factor of about $5\times10^4$.

Several corrections are modest at 77 K. A capture radius of $0.3$ nm multiplies the rate by $1.32$ in the low-energy limit and by $1.31$ at $E_0$. Extra carrier energy must be passed to the lattice; estimating this at the peak energy by $(W_{p+1}/W_p)^{E_0/\omega}$ gives a factor of about $0.7$, or $0.65$ when averaged over the captured carriers. At 300 K the same estimate gives $0.5$, but many captured carriers lie well above the peak, and averaging over them lowers the factor to about $0.4$. With $10^{13}$ mobile electrons per cm$^3$, screening gives $1.03$. At 10 K, with the density held fixed, a barrier integral through the screened potential gives a gain of $1.75$, against $1.79$ from $e^{U/k_BT}$. This agreement tests only the shift of the barrier: a Debye sphere then holds about $0.6$ electrons on average, so linear screening is no longer reliable and overestimates the gain.

Real silicon has an anisotropic mass, which the model ignores. Isotropic calculations with masses $0.2$ and $0.9$, close to the transverse and longitudinal values, give $\langle s\rangle=4.9\times10^{-3}$ and $3.4\times10^{-5}$ at 77 K. They indicate the sensitivity to the mass. Treating transverse and longitudinal masses of $0.19$ and $0.92$ together gives about $2.1\times10^{-3}$ at 77 K and $9.7\times10^{-5}$ at 30 K. The tabulated values are thus too low by factors of about $1.2$ and $1.5$, and by $2.2$ at 10 K; the error grows on cooling because the easiest paths through the barrier follow the light-mass directions. At an oxide interface, a mean permittivity of $8$ lowers the $s$-wave factor at 77 K to $1.1\times10^{-4}$. This is not an estimate of interface capture. An impenetrable oxide would put a node of the wave at the centre, and capture would then sample its gradient. Relative to a free wave with the same node, the factor is $1.1\times10^{-3}$ when the image force is left out. Fields matter too. At 77 K a field of $0.013$ MV/cm supplies $k_BT$ across the turning radius of $5.2$ nm, yet in equilibrium it raises the contact factor of a bulk centre, relative to the local carrier density, by only about 6\%. At $0.1$ MV/cm, a field found at transistor interfaces, the same calculation gives a factor of about five, so the flat-band result should not be applied there. Both figures refer to the quantum density of free carriers in the same field. Tunnelling below the local band edge raises that density above the classical Boltzmann value by factors of $1.06$ and $37$, so relative to the classical density the gains are $1.12$ and about $190$. A field that drives a current can do harm at much lower strength by heating the carriers: warming them from 77 to 100 K already doubles $\langle s\rangle$. The non-degenerate result does not describe a dense inversion layer either. Shallow dopants such as phosphorus are already largely frozen out at 30 K and almost completely at 10 K, where the assumed electron density would have to be maintained by injection. The remaining temperatures and neglected effects are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
contact factor s: eta, integrated, formula (dimensionless)
  0.5  1.41892e-01  1.41892e-01
  1.0  1.17555e-02  1.17554e-02
  2.0  4.38227e-05  4.38234e-05
screened, L=2a: s(ka=0.01)=0.00506, s(ka=0.005)=0.00505
1/x0 correction: quadrature 0.13883, 5/36 = 0.13889
power of T in -ln<s>, theta 1e10 to 1e12: -0.33355
second series term, theta=30: 9.914e-06, formula 9.987e-06
mass 0.3 m_e, permittivity 12.0, charge 1 e
phonon 50 meV, S = 5.0, p = 10
capture radius 0.3 nm, density 1e+13 cm^-3
E_R = 28.35 meV, length a = 2.117 nm
T1 = 27 pi^2 E_R/kB = 8.7654e+04 K
vibrational factor at T=0: 0.01813
T/K, kT/meV, theta, x0, peak E0/meV, spread/meV
  300  25.852   1.096  2.212   57.18  31.39
  150  12.926   2.193  2.787   36.02  17.62
   77   6.635   4.272  3.480   23.09  10.11
   30   2.585  10.964  4.765   12.32   4.61
   10   0.862  32.893  6.873    5.92   1.84
T/K, <s> quadrature, leading law, with 5/36 term
  300 3.2275e-02 2.9664e-02 3.1527e-02
  150 8.8785e-03 8.3921e-03 8.8103e-03
   77 1.7017e-03 1.6336e-03 1.6988e-03
   30 6.6739e-05 6.4867e-05 6.6757e-05
   10 2.4710e-07 2.4227e-07 2.4717e-07
T/K, activation/meV, kT(x0-2/3)/meV, W(T)/W(0), C(T)/C0(0)
  300  41.30  39.95 1.3667 4.4111e-02
  150  27.79  27.40 1.0483 9.3075e-03
   77  18.79  18.67 1.0012 1.7038e-03
   30  10.62  10.60 1.0000 6.6739e-05
   10   5.35   5.35 1.0000 2.4710e-07
finite capture radius multiplies the rate by 1.319
<s> for mass 0.2, mass 0.9, interface mean permittivity 8
  300 5.842e-02 3.434e-03 6.848e-03
  150 1.978e-02 4.478e-04 1.118e-03
   77 4.902e-03 3.447e-05 1.131e-04
   30 3.118e-04 2.471e-07 1.347e-06
   10 2.563e-06 5.601e-11 7.022e-10
T/K, Debye/nm, screening gain, exp(U/kT), n/Nc, phonon factor at E0
  300  1309.4 1.0035 1.0036 4.04e-07 0.466
  150   925.9 1.0101 1.0101 1.14e-06 0.574
   77   663.3 1.0275 1.0276 3.11e-06 0.695
   30   414.1 1.1173 1.1186 1.28e-05 0.823
   10   239.1 1.7545 1.7905 6.64e-05 0.911
T/K, turning radius at E0/nm, field giving kT across it/(MV/cm)
  300   2.10 1.23e-01
  150   3.33 3.88e-02
   77   5.20 1.28e-02
   30   9.74 2.65e-03
   10  20.26 4.25e-04
\end{verbatim}
